\section*{Which ion energy gives the largest stress in Davis's peening model?}

\section*{Question}

I am trying to understand how the compressive stress of a film grown under ion bombardment depends on the ion energy $E$. In Davis's ion-peening model the magnitude of the stress is
\begin{equation}
|\sigma| \propto f(E)=\frac{E^{1/2}}{a+kE^{5/3}},
\label{eq:f}
\end{equation}
with positive constants $a$ and $k$. The stress rises at low energy and falls at high energy, so there must be a peak between. My guess was that it sits where the two terms in the denominator are equal, $kE^{5/3}=a$, because that is where one process takes over from the other. A numerical plot puts the peak at a clearly lower energy.

Where is the peak, and why is it not at the crossover? I would also like to know where the power $5/3$ comes from, what $a$ and $k$ mean, and how far I can trust the result for a real film, for instance hard amorphous carbon from a filtered arc.

\section*{Answer}

\subsection*{The peak}

Keep $a$ and $k$ fixed and differentiate \eqref{eq:f} with the quotient rule:
\begin{equation}
f'(E)=\frac{\tfrac12E^{-1/2}\left(a+kE^{5/3}\right)-E^{1/2}\cdot\tfrac53kE^{2/3}}{\left(a+kE^{5/3}\right)^2}.
\end{equation}
In the last term of the numerator, $E^{1/2}E^{2/3}=E^{-1/2}E^{5/3}$. Taking out $E^{-1/2}$ leaves
\begin{equation}
f'(E)=\frac{E^{-1/2}}{\left(a+kE^{5/3}\right)^2}\left[\frac a2+\left(\frac12-\frac53\right)kE^{5/3}\right]
=\frac{E^{-1/2}}{\left(a+kE^{5/3}\right)^2}\left[\frac a2-\frac76kE^{5/3}\right].
\label{eq:fprime}
\end{equation}
The prefactor is positive. The bracket starts at $a/2>0$ and decreases steadily with $E$, so it changes sign once, from plus to minus. There is therefore one stationary point, and it is the global maximum:
\begin{equation}
kE_*^{5/3}=\frac{3a}{7},\qquad E_*=\left(\frac{3a}{7k}\right)^{3/5}.
\label{eq:peak}
\end{equation}

Your crossover is a different point. Write $y=kE^{5/3}/a$. The logarithmic slope of the stress is
\begin{equation}
\frac{d\ln f}{d\ln E}=\frac12-\frac53\,\frac{y}{1+y}.
\label{eq:slope}
\end{equation}
The peak is where the denominator grows as fast, in relative terms, as the numerator. At $y=1$ the slope is already $\frac12-\frac56=-\frac13$, so the stress is falling there. Since $E\propto y^{3/5}$ at fixed $a$ and $k$, the crossover lies above the peak by the factor $(7/3)^{3/5}\approx1.66$.

\subsection*{Where the formula comes from}

The model sets three processes against each other: ions implant atoms below the surface, growth buries them, and the heat released by later ions frees some of them.

\paragraph{Jumps in a thermal spike.}
Suppose an ion releases energy $Q$ at a point in a cold solid with atom density $n$, thermal diffusivity $D$ and classical heat capacity $3k_B$ per atom. The temperature is then
\begin{equation}
k_BT(r,t)=\frac{Q}{3n}\,(4\pi Dt)^{-3/2}e^{-r^2/4Dt}.
\label{eq:T}
\end{equation}
To check this, differentiate in time and in radius:
\begin{align}
\frac{\partial T}{\partial t}&=\left(-\frac{3}{2t}+\frac{r^2}{4Dt^2}\right)T,\\
\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial T}{\partial r}\right)
&=\frac{D}{r^2}\frac{\partial}{\partial r}\left(-\frac{r^3}{2Dt}T\right)
=\left(-\frac{3}{2t}+\frac{r^2}{4Dt^2}\right)T .
\end{align}
The two agree, so the heat equation holds. The Gaussian integrates over space to $(4\pi Dt)^{3/2}$, so the heat content $\int3nk_BT\,d^3r$ equals $Q$ at all times $t>0$.

Let each atom attempt a jump at frequency $\nu$ over a barrier $E_0$. The number of jumps per ion is
\begin{equation}
S=n\nu\int_0^\infty dt\int_0^\infty4\pi r^2\,dr\;e^{-E_0/k_BT(r,t)} .
\end{equation}
Introduce the dimensionless variables
\begin{equation}
u=\frac{r^2}{4Dt},\qquad x=\frac{3nE_0}{Q}(4\pi Dt)^{3/2},
\end{equation}
so that $E_0/k_BT=xe^u$. At fixed $t$, $r=(4Dt)^{1/2}u^{1/2}$, which gives
\begin{equation}
4\pi r^2dr=2\pi(4Dt)^{3/2}u^{1/2}du=\frac{2}{\sqrt\pi}\,\frac{Q}{3nE_0}\,x\,u^{1/2}du .
\end{equation}
The second form uses $(4Dt)^{3/2}=\pi^{-3/2}xQ/(3nE_0)$. Solving the definition of $x$ for $t$ and differentiating gives
\begin{equation}
t=\frac{1}{4\pi D}\left(\frac{xQ}{3nE_0}\right)^{2/3},\qquad
dt=\frac23\,\frac{1}{4\pi D}\left(\frac{Q}{3nE_0}\right)^{2/3}x^{-1/3}dx .
\label{eq:t}
\end{equation}
The volume of the hot region contributes one power of $Q$ and its lifetime contributes $Q^{2/3}$. Together they give the power $5/3$:
\begin{equation}
S=\frac{2}{\sqrt\pi}\,\frac{2}{3}\,\frac{n\nu}{4\pi D}\left(\frac{Q}{3nE_0}\right)^{5/3}
\int_0^\infty du\,u^{1/2}\int_0^\infty dx\,x^{2/3}e^{-xe^u}.
\end{equation}
The $x$ integral is $\Gamma(5/3)\,e^{-5u/3}$. The remaining $u$ integral is $\Gamma(3/2)(3/5)^{3/2}=\frac{\sqrt\pi}{2}(3/5)^{3/2}$, whose factor $\sqrt\pi/2$ cancels $2/\sqrt\pi$. Hence
\begin{equation}
S=\alpha p\left(\frac{Q}{E_0}\right)^{5/3},\quad
p=\frac{\nu}{Dn^{2/3}},\quad
\alpha=\frac{3^{-5/3}}{4\pi}\,\frac23\,\Gamma\!\left(\tfrac53\right)\left(\tfrac35\right)^{3/2}=0.003567 .
\label{eq:S}
\end{equation}
If all the ion energy enters the spike, $Q=E$ and $S=kE^{5/3}$ with $k=\alpha pE_0^{-5/3}$.

\paragraph{Balance of implanted atoms.}
Let $c$ be the fraction of implanted atoms in a surface layer holding $N$ atoms per unit area. Let $j$ be the ion flux and $R$ the net flux of atoms deposited. The model takes the number implanted per ion as $\kappa E^{1/2}$, proportional to the ion's momentum. This is an input, not a consequence of the spike. The layer is treated as well mixed, so growth carries implanted atoms out of it at the rate $Rc$. If jumps strike atoms at random, a fraction $c$ of them involves implanted atoms, and each such jump is assumed to free its atom. Then
\begin{equation}
N\frac{dc}{dt}=j\kappa E^{1/2}-Rc-jSc .
\end{equation}
In steady growth the left side vanishes. Dividing by $j$ gives
\begin{equation}
c=\frac{\kappa E^{1/2}}{a+kE^{5/3}},\qquad a=\frac Rj .
\label{eq:c}
\end{equation}
So $a$ is the number of atoms deposited per ion, and $kE^{5/3}$ is the number of activated jumps per ion. The treatment requires $c\ll1$.

\paragraph{From fraction to stress.}
Let each implanted atom add one atomic volume. The relative volume change is $c$, and the free film would expand by the linear strain $\varepsilon=c/3$. A thick substrate prevents in-plane expansion, so the elastic in-plane strain is $-\varepsilon$. The stress normal to the film is zero. With Young modulus $Y$, Poisson ratio $\nu_P$ and tension counted positive, Hooke's law reads
\begin{equation}
-\varepsilon=\frac{\sigma-\nu_P\sigma}{Y}
\quad\Longrightarrow\quad
\sigma=-\frac{Y}{1-\nu_P}\,\frac c3 .
\label{eq:sigma}
\end{equation}
This is \eqref{eq:f} with its prefactor. The minus sign means compression.

\subsection*{What the peak means}

In the well-mixed layer, a fraction $y/(1+y)$ of the implanted atoms is freed and the rest is buried. At $y=3/7$ these shares are 30\% and 70\%. The stress thus starts to fall while burial is still the main fate of an implanted atom. The denominator at the peak is $a+3a/7=10a/7$, so
\begin{equation}
f(E_*)=\frac{7E_*^{1/2}}{10a}.
\end{equation}

Two limits frame the peak. For $y\ll1$, $f\approx E^{1/2}/a$: nearly everything implanted is buried. For $y\gg1$, $f\approx E^{-7/6}/k$: relaxation controls the stress, and the deposition rate drops out.

The peak is broad. Since $dy/d\ln E=\frac53y$, differentiating \eqref{eq:slope} gives
\begin{equation}
\frac{d^2\ln f}{d(\ln E)^2}=-\frac{25}{9}\,\frac{y}{(1+y)^2}
\;\xrightarrow{\;y=3/7\;}\;-\frac{25}{9}\cdot\frac{21}{100}=-\frac{7}{12}.
\end{equation}
Near the maximum, therefore,
\begin{equation}
f(E)\approx f(E_*)\left[1-\frac{7}{24}\ln^2\frac{E}{E_*}\right].
\label{eq:parabola}
\end{equation}
A 10\% drop needs $|\ln(E/E_*)|=\sqrt{2.4/7}\approx0.59$, a factor of about 1.8 in energy either way.

\subsection*{Numbers for a hard carbon film}

Take tetrahedral amorphous carbon grown from a fully ionized beam, so that $a=1$. Rough values are a density of 3.0 g/cm$^3$, hence $n=1.504\times10^{23}$ cm$^{-3}$, with $D=0.01$ cm$^2$/s, $\nu=3\times10^{13}$ s$^{-1}$, $Y=700$ GPa and $\nu_P=0.1$. Two parameters are adjusted: $E_0=6$ eV places the peak near 100 eV, and $\kappa=0.005$ eV$^{-1/2}$ sets the stress scale. Neither the peak energy nor the peak stress is then a prediction. Only the combination $\alpha pE_0^{-5/3}$ is fixed by the peak, so the fitted $E_0$ depends on the spike coefficient. The form usually quoted for Davis's model has $0.016$ in place of $\alpha$, with its own $p$ of order one; with $p=1$ and $E_0=6$ eV it would put the peak near 43 eV.

From \eqref{eq:S}, $p=1.061$ and
\begin{equation}
k=\frac{0.003567\times1.0607}{6^{5/3}}=1.910\times10^{-4}\ \mathrm{eV}^{-5/3},
\end{equation}
so that
\begin{equation}
E_*=\left(\frac{3}{7\times1.910\times10^{-4}}\right)^{3/5}\mathrm{eV}\approx102\ \mathrm{eV}.
\end{equation}
Integrating the jump count numerically over $r$ and $t$, and then maximizing the stress, gives the same energy: 102.48 eV by both routes.

At the peak there are $3/7\approx0.43$ jumps per ion. The implanted fraction is $c=0.7\times0.005\times\sqrt{102.48}=0.0354$, which is small, as required, but only because $\kappa$ was fitted to the stress. It corresponds to 0.05 implanted atoms per ion, whereas in filtered-arc carbon at this energy a much larger share of the ions penetrates the surface; at 0.3 per ion the same formulas would give $c=0.21$ and about $-54$ GPa. So $c$ is an effective excess volume here, not the real share of ions that penetrate. The strain is $c/3=0.0118$, and the biaxial modulus $Y/(1-\nu_P)$ is 778 GPa. The stress is therefore $-778\times0.0118\approx-9.2$ GPa. At other energies, with everything else fixed:
\begin{center}
\begin{tabular}{lccccc}
$E$ (eV) & 10 & 30 & 100 & 300 & 1000\\
$\sigma$ (GPa) & $-4.1$ & $-6.7$ & $-9.2$ & $-6.3$ & $-2.0$
\end{tabular}
\end{center}
The stress magnitude stays within 10\% of its maximum from 53 to 182 eV. The parabola \eqref{eq:parabola} gives 57 to 184 eV. Both true limits lie lower because the third logarithmic derivative, $-\frac{125}{27}\,y(1-y)/(1+y)^3$, is negative at $y=3/7$. It raises the curve below the peak and lowers it above.

The flux ratio matters too. With three neutral atoms arriving per ion, all of them deposited, $a=4$. At the same $k$ the peak moves by $4^{3/5}$, to 235 eV. A peak energy found at one ion-to-atom ratio should not be carried over to another.

\subsection*{How far to trust it}

Each change below is made alone, with the other parameters kept at the values above.

\paragraph{Sputtering.}
Suppose ions remove surface atoms but none of the implanted ones. The net number deposited per ion, $a$, then depends on $E$. The numerator of $f'$ then gains $-E^{1/2}a'(E)$, and the stationary condition becomes
\begin{equation}
\frac a2-Ea'(E)-\frac76kE^{5/3}=0
\quad\Longrightarrow\quad
kE^{5/3}=\frac37\left[a-2Ea'(E)\right].
\end{equation}
For a sputter yield rising linearly to 0.1 at 100 eV, $a=1-sE$ with $s=0.001$ eV$^{-1}$, and the bracket is $1+sE$. The peak moves up to 109 eV. If sputtering also removed implanted atoms in proportion to their fraction $c$, that loss would offset the slower burial and the peak would stay at 102 eV.

\paragraph{Mixing in the layer.}
The balance treats the layer as well mixed, but in a solid film most atoms stay in place while the surface moves away from them. Suppose there is no mixing, atoms are implanted at the top of the layer, and jumps are spread evenly over its depth. An implanted atom then spends the time $N/R$ in the layer and is freed at the rate $jS/N$, so a share $e^{-S/a}$ survives. The buried fraction is proportional to $E^{1/2}e^{-kE^{5/3}/a}$, which peaks at $kE^{5/3}=3a/10$, or 83 eV. If implantation is also spread evenly over the depth, the surviving share becomes $(1-e^{-S/a})\,a/S$ and the peak lies at 135 eV. The factor $3/7$ thus belongs to the well-mixed layer.

\paragraph{Implantation threshold.}
A slow ion may fail to penetrate the surface. Replacing $E^{1/2}$ by $(E-30\ \mathrm{eV})^{1/2}$ makes the implanted number rise more steeply in relative terms, and the peak moves to 130 eV.

\paragraph{Where the energy goes.}
If a share $\eta$ of the ion energy enters the spike, $Q=\eta E$ and the peak scales as $1/\eta$. For $\eta=0.7$ it lies at 146 eV.

\paragraph{Energy spread and substrate temperature.}
An energy spread with a standard deviation of 10 eV puts the best mean energy at 103 eV. A 300 K background, added to the spike temperature, lowers the peak to 101 eV. Both effects are minor here.

\paragraph{The spike itself.}
This is the weakest part. When the centre has cooled to $k_BT=E_0$, we have $x=1$, and the effective hot volume $(4\pi Dt)^{3/2}$ contains $Q/(3E_0)=102.48/18\approx5.7$ atoms. By \eqref{eq:t} the spike is then about 9 fs old, which is only 0.27 of an attempt period. Heat diffusion in a continuum needs many atoms, and an activated jump rate needs many attempts. Neither condition is met, so at this energy the $5/3$ law is a modelling assumption, not an established result. The temperature at that moment, $E_0/k_B\approx70\,000$ K, is also far above the range in which a solid's heat capacity and fixed barriers apply. Nor is the energy released at one point and instant: about 70\% of the model's jumps occur within those 9 fs, while the ion needs at least 12 fs to travel 0.5 nm. If the heat starts as a Gaussian with a standard deviation of 0.15 or 0.2 nm along each axis, the peak moves to about 141 or 198 eV.

The formula further assumes solid on all sides of the spike. If the energy is released right at a surface that passes no heat, only half the volume is there to take it up. The number of jumps then grows by the factor $2^{2/3}$, and the peak falls by $2^{-2/5}$, to 78 eV. For a spike 0.5 nm below the surface the shift is negligible within the model.

To see what depends on it, replace $5/3$ by a power $m$. The bracket in \eqref{eq:fprime} becomes $\frac a2+(\frac12-m)kE^m$, so for $m>\frac12$
\begin{equation}
kE_*^m=\frac{a}{2m-1}.
\end{equation}
For $m\le\frac12$ the bracket stays positive and there is no peak. For $m=1$ the peak requires one jump per ion instead of $3/7$. If the number of jumps at 102 eV is held fixed, the peak moves to 239 eV. A maximum therefore survives a change of power as long as $m>\frac12$, but the factor $3/7$ and the peak energy do not.

\paragraph{Beside a real film.}
Filtered-arc carbon films of this kind carry compressive stresses of several GPa up to roughly 10 GPa, and the stress is usually largest at ion energies of the order of 100 eV. The example lies in that regime because $E_0$ and $\kappa$ were chosen to put it there. Real growth has an energy-dependent chance of penetration; with the threshold used above, that moves the peak up by about 27\%. The bonding, and with it the density and stiffness, also changes with ion energy, whereas here they are fixed. Within the model, at fixed $a$ and $k$, lowering the stress by more than 10\% means leaving the window of about 50 to 180 eV. Whether the film remains hard there is a question the model cannot answer.

The main values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
density                         3.0 g/cm3
atom density n                  1.504e+23 1/cm3
thermal diffusivity D           0.01 cm2/s
attempt frequency nu            3.0e+13 1/s
activation energy E0            6.0 eV
atoms deposited per ion a       1.0
implantation constant kappa     0.005 eV^(-1/2)
Young modulus, Poisson ratio    700 GPa, 0.1
biaxial modulus                 777.8 GPa
spike coefficient alpha         0.003567
spike parameter p               1.0607
k                               1.9097e-04 eV^(-5/3)
quadrature shift, 60->120 nodes 2.8e-13 (relative)
peak energy, formula            102.48 eV
peak energy, direct spike       102.48 eV
jumps per ion at peak           0.4286
share of implants freed at peak 0.3000
implanted fraction at peak      0.03543
linear strain at peak           0.01181
stress at peak                  -9.186 GPa
stress at     10 eV             -4.063 GPa
stress at     30 eV             -6.728 GPa
stress at    100 eV             -9.184 GPa
stress at    300 eV             -6.294 GPa
stress at   1000 eV             -2.040 GPa
log curvature at peak           -0.58333
90 % range, numerical           53.2 to 181.8 eV
90 % range, parabola            57.1 to 184.0 eV
peak for a = 4                  235.4 eV
Neglected effects, each alone:
sputter yield at 100 eV         0.10
  peak with sputtering          109.0 eV
implantation threshold          30 eV
  peak with threshold           130.2 eV
ion energy spread (std dev)     10 eV
  peak of mean energy           103.1 eV
energy share entering spike     0.7
  peak with that share          146.4 eV
substrate temperature           300 K
  peak with warm background     101.29 eV
peak if relaxation linear in E  239.1 eV
Spike at peak energy, centre at kT = E0:
  atoms, Q/(3 E0)               5.69
  age                           8.97 fs
  attempt periods elapsed       0.269
\end{verbatim}
